# Borisov's Relation between Grain-Boundary Energy and Diffusivity

## 1. A boundary one atom thick

Take a one-component crystal containing a boundary that is a single atomic layer. Every atom in that layer has a free energy higher by $\varepsilon$ than an atom in the lattice. Atoms diffuse by exchanging places with vacancies.

For an atom to jump, a neighbouring site must be empty and the atom must climb to a saddle point between the two sites. Compare the layer before this happens with the layer at the moment of the jump. Before, two regular sites are occupied, and together they carry the excess $2\varepsilon$. At the saddle point neither is occupied in the ordinary way: one atom is gone and the other sits between the sites.

Suppose that this activated configuration has the same free energy in the boundary as in the lattice. The boundary then starts $2\varepsilon$ higher and reaches the same summit, so its total activation free energy is lower by $2\varepsilon$. With equal prefactors,

$$\frac{D_b}{D_L}=e^{2\varepsilon/kT}.$$

Here $D_b$ and $D_L$ are the tracer diffusivities in the boundary and in the lattice. If each atom covers an area $a^2$, the boundary energy per area is $\gamma=\varepsilon/a^2$, and therefore

$$\gamma=\frac{kT}{2a^2}\ln\frac{D_b}{D_L}.$$

This is Borisov's relation in its simplest form. It obtains an equilibrium quantity, $\gamma$, from a kinetic one. The link is the supposition about the summit, which thermodynamics does not supply.

## 2. Definitions

Let the boundary contain $m$ layers, each of thickness $a$, with $a^3$ the volume per atom. Its width is $\delta=ma$. If $m$ comes from a measured width it need not be an integer.

Let $\mu$ be the free energy per atom of the perfect crystal. A system of $N$ atoms with a boundary of area $A$ has free energy

$$G_b^0=N\mu+\gamma A,$$

which defines $\gamma$. Assume that the layers share the excess equally. There are $mA/a^2$ boundary atoms, so each has

$$\varepsilon=\frac{\gamma A}{mA/a^2}=\frac{\gamma a^2}{m}.$$

The treatment concerns self-diffusion with vacancies at equilibrium. If solute segregates to the boundary, both $\gamma$ and the tracer population there change, and the formulas below do not apply as they stand.

## 3. Why formation and migration combine

On a simple cubic lattice, let $c$ be the vacancy fraction and $w$ the rate at which an atom exchanges with a given neighbouring vacancy. A tracer jumps by $+a$ along $x$ at the rate $cw$, and by $-a$ at the same rate. For uncorrelated jumps,

$$D=\tfrac12\left(a^2cw+a^2cw\right)=a^2cw.$$

Successive jumps are correlated, because the vacancy that has just exchanged with the tracer is still beside it and may reverse the jump. A correlation factor $f$ accounts for this: $D=fa^2cw$.

When vacancies are dilute,

$$c=e^{-G_f/kT},\qquad w=\nu e^{-G_m/kT},$$

where $G_f$ is the free energy needed to make a vacancy, with the removed atom placed in the crystal at $\mu$. The migration free energy $G_m$ leads from the vacancy state to the saddle point, and $\nu$ is an attempt frequency. Multiplying,

$$D=fa^2\nu\,e^{-G^*/kT},\qquad G^*=G_f+G_m.$$

The free energy of the intermediate vacancy state enters $G_f$ with a plus sign and $G_m$ with a minus sign, so it cancels. Only the initial state and the activated configuration matter.

## 4. The exact energy balance

Let $G_L^\ddagger$ and $G_b^\ddagger$ be the free energies of the two systems when each contains one activated configuration. One atom has been removed from each and added to the reservoir, which gains $\mu$. Hence

$$G_L^*=G_L^\ddagger+\mu-N\mu,$$

$$G_b^*=G_b^\ddagger+\mu-(N\mu+\gamma A).$$

Define the boundary excess in the activated state as $\Gamma^*=G_b^\ddagger-G_L^\ddagger$. Subtracting the first line from the second gives

$$G_b^*-G_L^*=\Gamma^*-\gamma A.$$

Let $g$ be the ratio of the boundary prefactor to the lattice prefactor. The diffusivity ratio is then

$$\frac{D_b}{D_L}=g\,e^{-(G_b^*-G_L^*)/kT},$$

and its logarithm gives

$$kT\ln\frac{D_b}{D_L}=\gamma A-\Gamma^*+kT\ln g.$$

Within the activated-jump description this balance needs no assumption about the saddle point. It also shows what diffusion measures: the *change* in boundary excess when the activated configuration forms, not the excess itself.

## 5. Borisov's assumption

Let $\alpha$ be the number of regular boundary sites absorbed into the activated configuration. Their excess $\alpha\varepsilon$ disappears. If all other boundary atoms kept their excess, and if the activated configuration had no excess of its own, $\Gamma^*$ would equal $\gamma A-\alpha\varepsilon$. In general there is a remainder $\eta$:

$$\Gamma^*=\gamma A-\alpha\varepsilon+\eta.$$

This equation defines $\eta$. It contains any difference between the activated configuration in the boundary and in the lattice, together with any extra change in the surrounding boundary atoms. Substitution into the balance gives

$$kT\ln\frac{D_b}{D_L}=\alpha\varepsilon-\eta+kT\ln g.$$

**Borisov's assumption is $\eta=0$.** The activated configuration has the same free energy in both places, and its surroundings keep their ground-state excess. Taking also $g=1$ and inserting $\varepsilon=\gamma a^2/m$,

$$kT\ln\frac{D_b}{D_L}=\frac{\alpha\gamma a^2}{m},$$

so that

$$\boxed{\gamma=\frac{m\,kT}{\alpha a^2}\ln\frac{D_b}{D_L}}$$

The same counting holds for interstitial mechanisms, and the boxed form applies whenever $\alpha>0$. There one atom is added instead of removed, so the reservoir term $\mu$ changes sign in both lines of section 4 and still cancels in the difference. The value of $\alpha$ depends on the mechanism:

- For a vacancy jump, the empty site and the jumping atom's site are both absorbed, so $\alpha=2$.
- For an interstitialcy jump, an extra atom pushes one regular atom off its site, so $\alpha=1$.
- For an atom passing directly between interstices, no regular site is absorbed, so $\alpha=0$. With $\eta=0$ and $g=1$ there is then no enhancement, and diffusion carries no information about $\gamma$.

For given data, the interstitialcy reading yields twice the boundary energy of the vacancy reading. The mechanism must therefore be known beforehand.

## 6. Where the term $\ln m$ comes from

A penetration profile in which atoms leak from the boundary into the lattice yields the product $P=\delta D_b$, not $D_b$ alone. Since $\delta=ma$,

$$\frac{D_b}{D_L}=\frac{P}{ma\,D_L}.$$

Taking the logarithm,

$$\gamma=\frac{m\,kT}{\alpha a^2}\left[\ln\frac{P}{aD_L}-\ln m\right].$$

The quantity $P/a$ is an apparent diffusivity, obtained by crediting the whole flux to one layer. The term $-\ln m$ corrects for that. It must not be subtracted again when the true $D_b$ is used.

A limiting case confirms the bookkeeping. Let the "boundary" be $m$ layers of ordinary lattice. Then $D_b=D_L$ and $P/(aD_L)=m$. The bracket is $\ln m-\ln m=0$, and $\gamma=0$ as it must be.

## 7. Temperature dependence

Suppose that both diffusivities follow Arrhenius laws,

$$D_L=D_{0L}e^{-Q_L/kT},\qquad D_b=D_{0b}e^{-Q_b/kT}.$$

Then

$$kT\ln\frac{D_b}{D_L}=Q_L-Q_b+kT\ln\frac{D_{0b}}{D_{0L}}.$$

The inferred energy is linear in temperature:

$$\gamma=\frac{m}{\alpha a^2}\left[Q_L-Q_b+kT\ln\frac{D_{0b}}{D_{0L}}\right],$$

$$\frac{d\gamma}{dT}=\frac{mk}{\alpha a^2}\ln\frac{D_{0b}}{D_{0L}},$$

with $m$ and $a$ held fixed. The slope is negative when $D_{0b}<D_{0L}$. Reading $-d\gamma/dT$ as the boundary's excess entropy per area requires that $\eta-kT\ln g$ does not vary with temperature, since any such variation would also enter the slope. Borisov's choice $\eta=0$, $g=1$ meets this condition.

## 8. Testing the counting with a jump model

The factor 2, the term $\ln m$ and the role of $\eta$ can be tested without using the final formula. Place one tracer and one vacancy on a periodic cubic lattice of five layers, each $13\times13$ sites. One or two layers form the boundary. The rates follow from assigned site and saddle energies. A linear system for the equilibrium jump process then gives the long-time tracer diffusivity, including the correlations.

**The factor 2.** With one boundary layer and $\eta=0$, raising $\varepsilon$ from $5kT$ to $8kT$ raises $\ln(D_b/D_L)$ by 1.9999 per unit of $\varepsilon/kT$. The assigned saddle energies remove the excess of two sites, and in this range of large $\varepsilon$ the long-time diffusivity keeps this factor of 2 when correlations and jumps between layers are included. Below about $2kT$ the slope is only 1.8 to 1.9, because the correlation factor of the layer is still falling from its lattice value.

**The prefactor.** The correlation factor is 0.651 in the uniform lattice cell and 0.473 in the boundary layer at $\varepsilon=8kT$. Their ratio is $g=0.728$. These values belong to the $13\times13\times5$ cell; in a $41\times41\times11$ cell they become 0.653, 0.468 and $g=0.716$. In this model a vacancy in the layer moves within it at a rate $e^{\varepsilon/kT}$ times its rate of escape to a given lattice neighbour. It is thus nearly confined to two dimensions, where it returns to the tracer more often.

**The activated excess.** With $\varepsilon=5kT$ held fixed, setting $\eta=-4kT$ raises $\ln(D_b/D_L)$ by 4.000. Someone applying Borisov's relation would attribute this rise to the boundary energy, although $\gamma$ has not changed.

The model confirms the consequences of the assumption. It cannot say whether a real metal has $\eta=0$, because $\eta$ is an input.

## 9. A worked example with silver-like numbers

Take $T=750$ K, so $kT=0.06463$ eV. The following inputs are rough values in the range of silver:

- cubic lattice parameter 0.41 nm, boundary width $\delta=0.50$ nm;
- $D_{0L}=0.70$ cm²/s, $Q_L=2.00$ eV;
- $P=P_0e^{-Q_b/kT}$, with $P_0=1.0\times10^{-8}$ cm³/s and $Q_b=0.95$ eV.

A face-centred cubic cell holds four atoms, so

$$a=\left(\frac{0.41^3}{4}\right)^{1/3}=0.2583\ \text{nm},\qquad a^2=0.0667\ \text{nm}^2,$$

and $m=0.50/0.2583=1.94$. The Arrhenius laws give

$$D_L=2.55\times10^{-14}\ \text{cm}^2/\text{s},\qquad P=4.13\times10^{-15}\ \text{cm}^3/\text{s}.$$

With $\delta=5.0\times10^{-8}$ cm,

$$D_b=\frac{P}{\delta}=8.27\times10^{-8}\ \text{cm}^2/\text{s},\qquad \frac{D_b}{D_L}=3.25\times10^6.$$

The logarithm is 14.99. By the other route, $\ln[P/(aD_L)]-\ln m=15.65-0.66=14.99$. For vacancies,

$$\gamma=\frac{1.936\times0.06463}{2\times0.06671}\times14.99=14.1\ \text{eV/nm}^2=2.25\ \text{J/m}^2.$$

Omitting $\ln m$ while using $P/a$ would raise this by $0.66/14.99$, or about 4%.

The prefactors are $D_{0b}=P_0/\delta=0.20$ cm²/s and $D_{0L}=0.70$ cm²/s. The slope is therefore negative, $d\gamma/dT=-0.25$ mJ/(m² K).

## 10. Comparison with a real boundary energy

An ordinary grain boundary in silver has an energy of roughly 0.4 J/m². The result above is more than five times larger. The choice of length has a large effect on this comparison, with the diffusion data held fixed:

| Length used | Layers | Inferred $\gamma$ (J/m²) |
|---|---:|---:|
| atomic, 0.258 nm | 1.94 | 2.25 |
| atomic, 0.258 nm | 1 | 1.21 |
| cubic parameter, 0.41 nm | 1 | 0.47 |

The last row lies near the rough real value, but this does not confirm Borisov's assumption. The square of the cubic parameter is 2.52 times the atomic area used here. Setting $m=1$ also removes a factor of 1.94, and it treats the boundary as 0.41 nm wide instead of 0.50 nm. The agreement comes from these choices.

The exact balance gives a clearer reading. For $\gamma=0.4$ J/m², the excess per boundary atom is $\varepsilon=0.086$ eV. The diffusivities require a reduction in activation free energy of

$$kT\ln\frac{D_b}{D_L}=0.06463\times14.99=0.969\ \text{eV}$$

if $g=1$. Two sites supply only $2\times0.086=0.172$ eV. The remainder is

$$\eta=0.172-0.969=-0.80\ \text{eV}.$$

For these numbers, $g=1$ and an excess shared equally by all boundary atoms, the activated state would have to be much more favourable in the boundary than Borisov assumed. Expressed as sites, the jump would have to remove the excess of $0.969/0.086\approx11$ boundary atoms instead of two. This is an equivalent number, not a count of atoms that move. Relaxation of many neighbours and a more open saddle point are both possible causes. So is unequal sharing: $\eta$ was defined with the mean $\varepsilon$, so jumps along connected sites of above-average excess also make it negative. If, in the jump model of section 8, the same 0.4 J/m² sits on two adjacent rows out of every six in one layer (0.50 eV per atom), transport along the rows needs a saddle point lowered by only about 0.15 eV. The diffusivities alone cannot separate these causes.

## 11. How far the other assumptions move the result

From the general expression, the energy $\gamma_B$ inferred by Borisov's relation differs from the true one by

$$\gamma_B-\gamma=\frac{m}{\alpha a^2}\left(-\eta+kT\ln g\right).$$

For the example, $\eta=-0.80$ eV accounts for the difference between 0.4 and 2.25 J/m². The other effects are smaller:

- **Correlation.** The one-layer value $g=0.728$ would change $\gamma_B$ by $-0.05$ J/m². It belongs to the simple cubic model; in a face-centred cubic metal $g$ depends on the orientation of the layer, and the shift can be larger.
- **Attempt frequency.** A tenfold larger boundary prefactor changes it by $+0.35$ J/m². To replace $\eta$ entirely, $\ln g$ would have to be $0.80/0.0646\approx12$, a prefactor ratio above $10^5$.
- **Activation energies.** With the prefactors held fixed, an error of 0.05 eV in $Q_L-Q_b$ changes $\gamma_B$ by 0.12 J/m². When both are fitted to the same data, their errors partly compensate near the measured temperatures.

**Unequal layers.** Let layer $i$ have excess $\varepsilon_i$ and prefactor ratio $g_i$. The layers conduct in parallel, so

$$\frac{P}{aD_L}=\sum_i g_i e^{2\varepsilon_i/kT}.$$

The exponential is convex. For equal $g_i$ and a fixed sum of the $\varepsilon_i$, unequal sharing therefore increases $P$ and raises $\gamma_B$ above its value for equal sharing, although the true $\gamma$ is unchanged. The jump model of section 8 was run with two layers, a mean excess of 0.4845 eV per atom and a true $\gamma$ of 2.33 J/m². With equal sharing the relation returned 2.31 J/m²; with shares of 1.2 and 0.8 times the mean it returned 2.64 J/m², which is 13% above the true value. This figure belongs to the large excess inferred in section 9; at a smaller mean excess the same shares have a smaller effect.

**Unequal sites within a layer.** The equilibrium exchange flux between sites $i$ and $j$ is proportional to the chance $e^{\varepsilon_j/kT}$ of a vacancy at $j$, times the factor $e^{\varepsilon_i/kT}$ by which the atom at $i$ jumps faster. The product is symmetric in $i$ and $j$, so the layer acts as a network of conductances. Six random $40\times40$ networks were solved numerically, with a Gaussian spread of 0.10 eV in $\varepsilon_i$, a fixed mean, and jump correlations neglected. On average $\ln D_b$ rose by about 0.3 (scatter between samples 0.04), which by itself would change $\gamma_B$ by $+0.05$ J/m². Jump correlations can offset such a rise, so this number sizes the network effect alone and does not settle the sign of the net change.

**Conditions of measurement.** In a 10 h anneal the lattice diffusion length $\sqrt{D_Lt}$ is 303 nm, far above the boundary width. The ratio $P/(2D_L\sqrt{D_Lt})$ is about 2700, so transport along the boundary reaches far beyond direct lattice penetration. These are suitable conditions for obtaining $P$ from a profile, provided that the grains are much larger than 303 nm, so that neighbouring boundaries do not influence each other.

**Dilute vacancies.** With a rough formation energy of 1.1 eV and no formation entropy, the lattice vacancy fraction is $4\times10^{-8}$. Lowering the formation energy by Borisov's $\varepsilon=0.48$ eV raises it to $7\times10^{-5}$ in the boundary. Under Borisov's assumption vacancies thus remain dilute there, as section 3 required. If instead the whole reduction of 0.969 eV found in section 10 fell on vacancy formation, the fraction would be about 0.13 and the dilute treatment would fail.

For these silver-like parameters, the remainder $\eta$ thus outweighs each of the other effects sized in this section. As section 10 noted, it need not come from the saddle point alone: an excess concentrated on connected fast paths can supply much of it. A small $\eta$ alone would still not be enough. At the rough real energy, $\alpha\varepsilon$ is only 0.172 eV, while a tenfold prefactor ratio contributes $kT\ln g=0.149$ eV. To turn diffusion data into a boundary energy with Borisov's relation, one needs independent reason to take the whole correction $-\eta+kT\ln g$ as small compared with $\alpha\varepsilon$.

Numbers in the example were calculated in double precision.
